# A Neutral Lattice Can Show a Phonon Thermal Hall Effect

Let heat flow through a square sample from a left contact to a right contact, and let thermometers touch its top and bottom edges. The Hall signal is the dimensionless ratio

\[
r=\frac{T_{\rm top}-T_{\rm bottom}}{T_{\rm left}-T_{\rm right}} .
\]

The mirror \(y\to-y\) exchanges top and bottom, so it reverses \(r\). It also reverses a magnetisation \(M\) along \(z\), because \(M\) is an axial vector. If the sample is otherwise unchanged by the mirror, \(r(-M)=-r(M)\). Symmetry therefore demands \(r=0\) at \(M=0\) and permits \(r\neq0\) otherwise. Charge does not enter this argument.

The same reasoning fixes the force that can do the deflecting. Let \(\mathbf q\) be an in-plane displacement. A force linear in \(\dot{\mathbf q}\), isotropic in the plane and free of dissipation has the form

\[
\mathbf F=g\,\hat{\mathbf z}\times\dot{\mathbf q},\qquad g(-M)=-g(M).
\]

Suppose it arises from a magnetic moment with excitation energy \(\Delta\), coupled to the displacement with strength \(\lambda\) (energy per length). Reversing the sign of \(\lambda\) amounts to turning the spin by \(\pi\) about \(z\), so \(g\) is even in \(\lambda\). At lowest order, dimensions then require \(g\propto\hbar\lambda^2/\Delta^2\), in kg/s.

The inference "phonons are neutral, so no Lorentz force acts, so there is no thermal Hall effect" fails at its last step. The Lorentz force is one way to break time-reversal symmetry among others.

## A counter-example without charges

**The force.** Couple a spin \(S\), polarised along \(+z\), to the displacement \(\mathbf q\) of its ion from the centre of the four neighbours:

\[
H=-\Delta S_z+\lambda(q_xS_x+q_yS_y).
\]

Such a coupling needs a site that is not an inversion centre, in a layer whose two faces differ, for instance because it lies on a substrate. Time reversal further requires the underlying coupling to be even in the spin, such as \(q_x(S_xS_z+S_zS_x)+q_y(S_yS_z+S_zS_y)\). For small tilts of a polarised spin this reduces to the form above, with a \(\lambda\) that changes sign with the polarisation; since \(g\) is even in \(\lambda\), that sign does not matter. The spin components are dimensionless, with \([S_x,S_y]=iS_z\). For small tilts \(S_z\approx S\), and \(\hbar\dot S_a=i[H,S_a]\) gives

\[
\hbar\dot S_x=\Delta S_y+\lambda Sq_y,\qquad
\hbar\dot S_y=-\Delta S_x-\lambda Sq_x .
\]

With \(S_+=S_x+iS_y\) and \(q_+=q_x+iq_y\), these combine into \(\hbar\dot S_+=-i(\Delta S_++\lambda Sq_+)\). For motion as \(e^{-i\omega t}\),

\[
S_+=-\frac{\lambda S}{\Delta-\hbar\omega}\,q_+ .
\]

The force on the displacement is \(F_+=-\lambda S_+\). Multiplying numerator and denominator by \(\Delta+\hbar\omega\), and using \(\omega q_+=i\dot q_+\),

\[
F_+=\frac{S\lambda^2\Delta}{\Delta^2-\hbar^2\omega^2}\,q_+
+\frac{\hbar S\lambda^2}{\Delta^2-\hbar^2\omega^2}\,i\dot q_+ .
\]

The first term softens the springs. In the second, \(i\dot q_+\) is the complex form of \(\hat{\mathbf z}\times\dot{\mathbf q}\). For \(\hbar\omega\ll\Delta\),

\[
g=\frac{\hbar S\lambda^2}{\Delta^2}.
\]

Reversing the polarisation reverses the commutator and hence \(g\).

The force follows from the Lagrangian term \(-\tfrac g2(q_x\dot q_y-q_y\dot q_x)\), whose action around a closed loop is \(-g\) times the enclosed area. The spin ground state must therefore acquire the phase \(-g\pi r_0^2/\hbar\) when \(\mathbf q\) runs round a circle of radius \(r_0\). For \(S=15/2\) and \(\lambda r_0/\Delta=0.05\) this is \(-0.0589\) rad; the phase computed from the full spin matrices is \(-0.0588\) rad.

**One ion.** If \(\omega_1\) is the softened frequency of an ion of mass \(m\), then \(m\ddot q_+=-m\omega_1^2q_++ig\dot q_+\), or

\[
\omega^2+\frac gm\,\omega-\omega_1^2=0,\qquad
|\omega|=\sqrt{\omega_1^2+\left(\frac{g}{2m}\right)^2}\pm\frac{g}{2m}.
\]

The two roots have opposite signs, so they describe opposite circulations. Their frequencies differ by \(g/m\).

**The lattice.** Let \(u\) hold the displacements multiplied by \(\sqrt m\). For every ion that has four neighbours, the dimensionless matrix \(R\) subtracts the mean of the neighbours' displacements from the ion's own, so \(Ru\) holds the values \(\sqrt m\,\mathbf q\). Newton's third law returns the forces through \(R^T\), so the velocity force is \(W\dot u\) with

\[
W=\frac gm R^TJR,\qquad J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}\ \text{for each such ion}.
\]

Since \(W^T=-W\), the power \(\dot u^TW\dot u\) vanishes. A rigid translation has \(Ru=0\) and feels no such force. For a wave of small wavevector \(k\) and site spacing \(a\),

\[
Ru=\left[1-\tfrac12(\cos k_xa+\cos k_ya)\right]u\approx\tfrac14(ka)^2u,
\]

so the effective coupling falls as \(g(ka)^4/16\). Neutrality acts similarly on ions in a magnetic field: it cancels the net Lorentz force on a rigid translation, not the forces on relative motion.

**Heat flow.** Each contact \(i\) damps its edge atoms at rates \(\Gamma_i\), a diagonal matrix, and drives them with noise \(\xi_i\):

\[
\ddot u=-Du+W\dot u-\Gamma\dot u+\xi,\qquad
G=\left[D-\omega^2+i\omega W-i\omega\Gamma\right]^{-1}.
\]

Here \(D\) is the symmetric stiffness matrix divided by \(m\), \(\Gamma=\sum_i\Gamma_i\), and \(u=G\xi\) at each frequency. The noise strength follows from modelling the bath as oscillators \(\alpha\) coupled with constants \(c_\alpha\). Their friction kernel is \(\sum_\alpha(c_\alpha^2/\omega_\alpha^2)\cos\omega_\alpha t\). Their noise correlation is the same sum with each term multiplied by the oscillator's mean energy \(\varepsilon=\hbar\omega(n+\tfrac12)\), where \(n\) is the Bose function. A kernel \(2\Gamma_i\delta(t)\) thus implies the symmetrised noise spectrum \(2\Gamma_i\varepsilon_i\).

The current from contact \(i\) into the lattice is \(J_i=\langle\dot u^T(\xi_i-\Gamma_i\dot u)\rangle\), that is,

\[
J_i=\int_{-\infty}^{\infty}\frac{d\omega}{2\pi}\Big\{2\omega\,\varepsilon_i\,\mathrm{Im\,Tr}[\Gamma_iG]-2\omega^2\sum_j\varepsilon_j\mathrm{Tr}[\Gamma_iG\Gamma_jG^\dagger]\Big\}.
\]

Because \(i\omega W\) is Hermitian, \((G^\dagger)^{-1}-G^{-1}=2i\omega\Gamma\). Multiplying by \(G\) on the left and \(G^\dagger\) on the right gives \(G-G^\dagger=2i\omega G\Gamma G^\dagger\), so \(\mathrm{Im\,Tr}[\Gamma_iG]=\omega\sum_j\mathrm{Tr}[\Gamma_iG\Gamma_jG^\dagger]\). The integrand is even in \(\omega\), and the zero-point parts of \(\varepsilon_i-\varepsilon_j\) cancel:

\[
J_i=\sum_j\int_0^\infty\frac{d\omega}{2\pi}\,\hbar\omega\,T_{ij}(n_i-n_j),\qquad
T_{ij}=4\omega^2\,\mathrm{Tr}[\Gamma_iG\Gamma_jG^\dagger].
\]

For small temperature differences \(J_i=\sum_jK_{ij}(T_i-T_j)\), where, with \(x=\hbar\omega/k_BT\),

\[
K_{ij}=k_B\int_0^\infty\frac{d\omega}{2\pi}\,T_{ij}\left(\frac{x/2}{\sinh(x/2)}\right)^2 .
\]

On a five-site cluster with each contact coordinate coupled to 160 explicit oscillators, direct time evolution reproduced the conductances into the top contact to a relative error of \(8\times10^{-8}\). For this comparison the friction in \(G\) included the memory that comes from the finite bandwidth of the explicit baths.

**Reading the thermometers.** Measure temperatures from the mean of left and right, which sit at \(\pm\delta/2\). A half-turn of a fourfold-symmetric sample exchanges left with right and top with bottom, so top and bottom sit at \(\pm t\). The top contact draws no net heat:

\[
K_{TL}\left(t-\tfrac\delta2\right)+K_{TR}\left(t+\tfrac\delta2\right)+2K_{TB}\,t=0,
\]

\[
r=\frac{2t}{\delta}=\frac{K_{TL}-K_{TR}}{K_{TL}+K_{TR}+2K_{TB}} .
\]

**Numbers.** Take a \(6\times6\) cluster without corners: 32 sites of mass 100 u, spaced by 0.5 nm. Near-neighbour springs are 10 N/m and diagonal springs 5 N/m. Edge atoms are anchored by 2 N/m and damped at 8 ps\(^{-1}\). With \(S=15/2\), \(\Delta=25\) meV and \(\lambda=200\) meV/nm,

\[
\frac{S\lambda^2}{\Delta^2}=7.5\times8^2\ \mathrm{nm^{-2}}=480\ \mathrm{nm^{-2}},\qquad
g=5.06\times10^{-14}\ \mathrm{kg/s},\qquad \frac{\hbar g}{m}=0.20\ \mathrm{meV}.
\]

Keeping the spins as dynamical variables, at 20 K the conductances are \(K_{TL}=15.992\), \(K_{TR}=16.090\) and \(K_{TB}=10.339\) pW/K. Hence

\[
r=\frac{15.992-16.090}{15.992+16.090+2(10.339)}\approx-1.9\times10^{-3}.
\]

With 1 K applied, 26 pW flows and the top is 1.9 mK colder than the bottom. Reversing the magnetisation makes it 1.9 mK warmer. This lattice contains no charge, so neutrality cannot forbid the effect.

The low-frequency force alone gives \(-1.2\) mK. At this gap the frequency dependence of the spin-induced forces, both the softening and \(g\), is not negligible: it changes the Hall spectrum, the thermally weighted \(T_{TL}-T_{TR}\), by about 40% of its uncancelled size. The spectrum also takes both signs: its net integral is 0.35 of the integral of its magnitude with dynamical spins, and 0.25 with the low-frequency force. The relative error of the net signal can therefore differ from that of the spectrum. With \(\Delta\) raised fivefold at fixed \(\lambda\), the two spectra differ by 0.9% of their uncancelled size, yet the net signals differ by 4%. At forty times the gap, the net signals differ by 0.1%.

Cancellation also lets the sign depend on temperature. With polarisation held fixed, the signal per kelvin applied is \(+0.33\) mK at 10 K, \(-1.9\) mK at 20 K and \(-5.7\) mK at 40 K. The sign of \(r\) alone therefore does not reveal the sign of \(g\); the temperature, the springs and the damping by the contacts matter too. At 20 K, for instance, lowering the damping to 1 ps\(^{-1}\) or the diagonal springs to 3 N/m makes the signal positive. Nor is the response linear at this coupling: in the low-frequency model one tenth of \(g\) gives \(-0.092\) mK, while the full \(g\) gives \(-1.2\) mK rather than \(-0.92\) mK.

## The general statement

Consider a harmonic lattice with ohmic contacts, symmetric \(D\) and antisymmetric \(W\).

1. If the mirror \(y\to-y\) preserves \(D\) and the contacts while reversing \(W\), then \(r(-W)=-r(W)\). A nonzero signal then requires \(W\neq0\), that is, broken time reversal in the lattice dynamics.
2. Broken time reversal is not sufficient. If, in addition, a transformation acting within each site preserves \(D\) and every \(\Gamma_i\) but reverses \(W\), then \(r=0\).
3. With two contacts, the heat conductance is unchanged when \(W\) is reversed.

**Proof of 1.** Let \(P\) represent the mirror, with \(PDP^{-1}=D\), \(P\Gamma P^{-1}=\Gamma\) and \(PWP^{-1}=-W\). Then \(PG(W)P^{-1}=G(-W)\). Since \(P\) exchanges top and bottom but keeps left and right, every conductance at \(W\) equals the one at \(-W\) with top and bottom exchanged. The thermometer readings are exchanged too, so \(r\) changes sign. At \(W=0\), \(r=-r=0\).

**Proof of 2.** Let \(Q\) be the transformation. Then \(QG(W)Q^{-1}=G(-W)\), now with each contact mapped to itself, so \(r(W)=r(-W)\). With part 1, \(r=-r=0\). The example shows what this excludes. Take \(Q\) to be \(u_y\to-u_y\) at every site, without moving the sites. It reverses \(J\) and hence \(W\). It preserves \(D\) if no spring mixes \(x\) and \(y\) motion. Diagonal springs do mix them, which breaks this symmetry. Deleting the mixing terms from the low-frequency model, with \(g\) kept, made the computed signal vanish.

**Proof of 3.** Transposing \(G^{-1}\) reverses the sign of \(W\) alone, so \(G(W)^T=G(-W)\) and \(T_{ij}(W)=T_{ji}(-W)\). Multiplying \((G^\dagger)^{-1}-G^{-1}=2i\omega\Gamma\) by \(G^\dagger\) on the left and \(G\) on the right gives \(G-G^\dagger=2i\omega G^\dagger\Gamma G\). Together with the earlier identity this yields \(\sum_jT_{ij}=\sum_jT_{ji}\). For two contacts, \(T_{12}(W)=T_{21}(W)=T_{12}(-W)\). \(\square\)

If the contacts are misaligned, the mirror is lost and \(r\) may be nonzero even at \(W=0\). Antisymmetrising the measured signal, \(\tfrac12[r(M)-r(-M)]\), removes this offset together with any other part that is even in the magnetisation.

## Beside a real magnet

The spin, a moment of about 10 Bohr magnetons and a lowest crystal-field excitation of some 25 meV are rough values in the regime of the dysprosium insulator Dy\(_2\)Ti\(_2\)O\(_7\). The square lattice, springs and \(\lambda\) are chosen values, so \(r\) is not a prediction for that compound. There each Dy site is an inversion centre, which forbids a first-order coupling to the ion's displacement from the centre of its neighbours; only relative motions that are even under inversion couple at that order. The mechanism as written needs a site of lower symmetry. The moments of Dy\(_2\)Ti\(_2\)O\(_7\) also lie along several local axes, so a field cannot align them all along \(z\) as assumed; the resulting change in \(r\) is not computed here. The ground level of such an ion is a doublet of two states with opposite moments, and hence opposite \(g\), which a field splits. For a moment along a 5 T field at 20 K, the polarisation is 0.93, which lowers the average \(g\) by about 7% if the field's effect on \(\Delta\) is neglected. The doublet's Zeeman splitting, 5.8 meV, lies within the phonon band, and resonant scattering from it is neglected. So is anharmonic scattering, which can matter in samples much longer than this 2.5 nm cluster. The spin tilt induced by the root-mean-square relative displacement, \(\lambda q_{\rm rms}/\Delta\), is 0.06 rad, consistent with the small-tilt expansion; the spin's own zero-point fluctuations are not included in this figure. The direct Lorentz force on an ion of charge \(3e\) corresponds to \(\hbar\cdot3eB/m\approx10^{-5}\) meV, some 20,000 times less than the spin-induced splitting of this model; that ratio scales as \(\lambda^2\) and so rests on the chosen coupling. The remaining values are in the numerical output.

## Numbers as computed

```
site mass: 100 u; sites: 32
springs near, diagonal, anchor: 10, 5, 2 N/m
contact friction rate: 8.0 1/ps
site spacing: 0.5 nm; edge: 2.5 nm
spin: 7.5; gap Delta: 25.0 meV
coupling lambda: 200 meV/nm
temperature: 20 K; kT: 1.723 meV
hbar*w0: 5.108 meV; w0: 7.760 rad/ps
top phonon energy of cluster: 11.77 meV
upper energy of heat integral: 20.4 meV
softening S lambda^2/Delta: 1.923 N/m
g: 5.062e-14 kg/s
hbar*g/m (mode splitting): 0.2006 meV
Berry phase, spin matrices: -0.05878 rad
Berry phase, from g: -0.05890 rad
one-ion modes, full: 4.4701, 4.6760 meV
one-ion modes, reduced: 4.4914, 4.6921 meV
Dynamical spins:
K top<-left: 15.99232 pW/K
K top<-right: 16.09008 pW/K
K top<-bottom: 10.33865 pW/K
heat flow for 1 K applied: 26.3799 pW
T_top - T_bottom for 1 K applied: -1.85295 mK
same, magnetisation reversed: 1.85295 mK
net/uncancelled Hall spectrum: 0.3528
Reduced lattice, 1 K applied:
T_top - T_bottom: -1.24859 mK
net/uncancelled Hall spectrum: 0.2543
no gyroscopic force: 0.0e+00 mK (size)
no x-y mixing: 0.0e+00 mK (size)
g/10: -0.091870 mK; g/20: -0.045809 mK
Signal per K applied, fixed polarisation (dynamical; reduced):
at 5 K: 0.14372; 0.14198 mK/K
at 10 K: 0.33426; 0.36829 mK/K
at 20 K: -1.85295; -1.24859 mK/K
at 40 K: -5.71887; -4.47995 mK/K
classical reduced signal: -6.56828 mK/K
same, from covariance: -6.56826 mK/K
largest classical conductance error: 3.6e-06
largest explicit-bath conductance error: 8.2e-08
largest spin-elimination error in T_ij: 3.6e-15
Dynamical against reduced, larger gap:
gap x5: spectrum deviation 0.00904, net ratio 1.0381
gap x5: net/uncancelled spectrum 0.0332
gap x40: spectrum deviation 0.000089, net ratio 1.00116
gap x40: net/uncancelled spectrum 0.0159
field: 5 T; moment: 10 Bohr magnetons
Zeeman splitting of doublet: 5.788 meV
polarisation of doublet: 0.9328
Boltzmann factor of gap: 5.0e-07
Lorentz hbar*Z*e*B/m, Z=3: 9.53e-06 meV
spin-lattice splitting / Lorentz: 2.11e+04
rms relative displacement: 8.04 pm
rms displacement / spacing: 0.0161
rms spin tilt: 0.0643 rad
```
